\section*{Band slopes of a Dirac electron in a periodic potential}

\section{What the answer must look like}

The Dirac Hamiltonian is linear in momentum. A velocity operator obtained by differentiating it with respect to momentum therefore contains neither the momentum nor a local potential. It must be a constant $4\times4$ matrix vector with the dimension of a velocity, and the only velocity among the constants of the Hamiltonian is $c$.

Symmetry then selects the matrix. The sixteen Hermitian Dirac matrices comprise four rotational scalars and four vectors: $\boldsymbol\alpha$, $i\beta\boldsymbol\alpha$, $\boldsymbol\Sigma$ and $\beta\boldsymbol\Sigma$. Velocity changes sign under inversion, which acts on the spinor through $\beta$. This excludes $\boldsymbol\Sigma$ and $\beta\boldsymbol\Sigma$, which commute with $\beta$. Velocity also changes sign under time reversal, which sends $\boldsymbol\alpha\to-\boldsymbol\alpha$, $\beta\to\beta$ and $i\to-i$. This excludes $i\beta\boldsymbol\alpha$, which is unchanged. What remains is a number times $c\boldsymbol\alpha$. The free electron fixes the number.

The algebra is in atomic units, but $\hbar$ and $m$, both equal to 1 there, stay visible so that factors can be traced. Numerical values are in eV and \AA. The matrices obey
\begin{equation}
\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij},\qquad
\alpha_i\beta+\beta\alpha_i=0,\qquad \beta^2=1 .
\label{algebra}
\end{equation}

\section{Simple case: no potential}

For a plane wave the Hamiltonian is $H_0=\hbar c\,\boldsymbol\alpha\cdot\mathbf k+\beta mc^2$. Squaring it with \eqref{algebra} removes the cross terms and gives $E^2=\hbar^2c^2k^2+m^2c^4$. Differentiating, $2E\,\nabla_kE=2\hbar^2c^2\mathbf k$, so
\begin{equation}
\frac1\hbar\nabla_kE=\frac{\hbar c^2\mathbf k}{E}.
\end{equation}
The mean of $\boldsymbol\alpha$ follows separately from an anticommutator:
\begin{equation}
\alpha_iH_0+H_0\alpha_i=2\hbar ck_i
\quad\Rightarrow\quad 2E\langle\alpha_i\rangle=2\hbar ck_i .
\label{freeanti}
\end{equation}
Hence $\langle c\boldsymbol\alpha\rangle=\hbar c^2\mathbf k/E$, equal to the group velocity, and the number left open above is 1. In the same way $\beta H_0+H_0\beta=2mc^2$ gives $\langle\beta\rangle=mc^2/E$, so that
\begin{equation}
|\langle\boldsymbol\alpha\rangle|^2+\langle\beta\rangle^2
=\frac{\hbar^2c^2k^2+m^2c^4}{E^2}=1 .
\label{freesphere}
\end{equation}
For small $k$ and positive energy the velocity tends to $\hbar\mathbf k/m$. For large $k$ its magnitude approaches $c$ from below.

\section{A periodic potential}

Let
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\mathbf r),
\end{equation}
where $V$ is real, bounded, local and lattice-periodic, and multiplies the unit matrix. It is an electrostatic potential energy, which is what ``scalar'' means here; it does not multiply $\beta$. Write $\psi=e^{i\mathbf k\cdot\mathbf r}u$ with $u$ periodic. Since $\mathbf p\,e^{i\mathbf k\cdot\mathbf r}u=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)u$ and $V$ commutes with the phase factor,
\begin{equation}
H_k u=Eu,\qquad
H_k=c\,\boldsymbol\alpha\cdot(\mathbf p+\hbar\mathbf k)+\beta mc^2+V .
\label{Hk}
\end{equation}
All the $k$-dependence sits in one bounded term,
\begin{equation}
H_{k+q}-H_k=\hbar c\,\boldsymbol\alpha\cdot\mathbf q .
\label{difference}
\end{equation}
On a finite cell the free levels are discrete, and a bounded $V$ keeps them so. Rellich's theorem on analytic perturbations then allows levels and eigenvectors to be followed smoothly along any straight line in $k$, even through crossings.

Take first a nondegenerate level, with $\langle u|u\rangle=1$ over the cell. Differentiating $E=\langle u|H_k|u\rangle$ with respect to $k_i$ gives
\begin{align}
\partial_iE&=\langle\partial_iu|H_ku\rangle+\langle H_ku|\partial_iu\rangle
+\langle u|\partial_iH_k|u\rangle\nonumber\\
&=E\,\partial_i\langle u|u\rangle+\hbar c\langle u|\alpha_i|u\rangle .
\end{align}
The first term vanishes because the norm is constant. Therefore
\begin{equation}
\boxed{\;\mathbf v=\frac1\hbar\nabla_kE=\langle u|c\boldsymbol\alpha|u\rangle\;}
\label{main}
\end{equation}

Two remarks justify calling this a velocity. A packet built from a narrow range of $k$ in one smooth band has the phase $\mathbf k\cdot\mathbf r-Et/\hbar$. This phase is stationary in $k$ at $\mathbf r=t\nabla_kE/\hbar$, apart from a constant shift, so the packet travels at the group velocity. Independently, $[p_j,r_i]=-i\hbar\delta_{ij}$ gives
\begin{equation}
\frac{dr_i}{dt}=\frac i\hbar[H,r_i]=\frac i\hbar\,c\alpha_i(-i\hbar)=c\alpha_i .
\end{equation}

\section{The bound, and when it is reached}

For a real unit four-vector $(\mathbf a,b)$ the matrix $M=\mathbf a\cdot\boldsymbol\alpha+b\beta$ satisfies $M^2=|\mathbf a|^2+b^2=1$ by \eqref{algebra}. In any normalized state $\langle M\rangle^2\le\langle M^2\rangle=1$. Choosing $(\mathbf a,b)$ parallel to $(\langle\boldsymbol\alpha\rangle,\langle\beta\rangle)$ makes $\langle M\rangle$ the length of that vector, so
\begin{equation}
|\langle\boldsymbol\alpha\rangle|^2+\langle\beta\rangle^2\le1,
\qquad |\nabla_kE|\le\hbar c\sqrt{1-\langle\beta\rangle^2}\le\hbar c .
\label{ball}
\end{equation}
This limits the full velocity vector. The quantity $\langle\beta\rangle$ is itself a slope: the argument that led to \eqref{main}, with $mc^2$ varied in place of $\mathbf k$, gives $\langle\beta\rangle=\partial E/\partial(mc^2)$.

Can a massive electron reach $\hbar c$? Let $\mathbf n$ be a unit vector and $N=\mathbf n\cdot\boldsymbol\alpha$. Since $N^2=1$, a mean value $\langle N\rangle=s=\pm1$ implies $\|(N-s)u\|^2=1-2s\langle N\rangle+1=0$, that is, $Nu=su$. Split $H_k$ into a part that commutes with $N$ and a part that anticommutes with it:
\begin{equation}
H_k=\left[cN\pi_n+V\right]+A,\qquad
A=c\,\boldsymbol\alpha_\perp\cdot\boldsymbol\pi_\perp+\beta mc^2,
\qquad \boldsymbol\pi=\mathbf p+\hbar\mathbf k .
\end{equation}
The bracket leaves $u$ in the subspace $N=s$, while $Au$ lies in the subspace $N=-s$. In $H_ku=Eu$ the right side has no component there, so $Au=0$. Expand $u=\sum_Gu_Ge^{i\mathbf G\cdot\mathbf r}$ with coefficients normalized to $\sum_G|u_G|^2=1$. For each plane wave $A$ is a matrix whose square is a number, so
\begin{equation}
0=\|Au\|^2=\sum_G\left[\hbar^2c^2|(\mathbf k+\mathbf G)_\perp|^2+m^2c^4\right]|u_G|^2
\ge m^2c^4 .
\end{equation}
This is impossible for $m>0$. Every massive band therefore has slope strictly below $\hbar c$.

The massless limit shows that the constant cannot be lowered. Let $V$ depend on $x$ alone, with period $a$ and mean $\bar V$, and set $m=0$, $k_y=k_z=0$. For $\alpha_x=+1$,
\begin{equation}
-i\hbar c\,\psi'=(E-V)\psi,\qquad
\psi(x)=\psi(0)\exp\!\left[\frac{i}{\hbar c}\int_0^x(E-V)\,dx'\right].
\end{equation}
Over one period the phase must equal $ka$ up to $2\pi j$ with integer $j$. Hence $E=\bar V+\hbar c(k+2\pi j/a)$: the slope is $\hbar c$ whatever the shape of $V$, and $-\hbar c$ for $\alpha_x=-1$.

\subsection*{A strong potential in one dimension}

With mass restored and $k_y=k_z=0$, $\alpha_x$ and $\beta$ can be represented by the Pauli matrices $\sigma_x$ and $\sigma_z$. Multiplying the Dirac equation by $i\sigma_x/(\hbar c)$ gives
\begin{equation}
\psi'=\frac{i}{\hbar c}\,\sigma_x\left(E-V-mc^2\sigma_z\right)\psi .
\end{equation}
Integration across a period gives a $2\times2$ matrix whose eigenvalues in a band are $e^{\pm ika}$. This road to $k(E)$ uses no basis set and no differentiated Hamiltonian. The test potential, with $g=2\pi/a$ and $a=0.020$ \AA, was
\begin{equation}
V=300000\,\text{eV}\,\cos gx+120000\,\text{eV}\,\sin2gx ,
\end{equation}
comparable with $mc^2=510999$ eV. At 25 energies inside bands the slope was found from differences of $k(E)$, and $\langle\alpha_x\rangle$ by integrating over the wave function. Slope$/(\hbar c)$ and $\langle\alpha_x\rangle$ differed by at most $6.3\times10^{-7}$. The largest slope at these energies, none of them above 2 MeV, was $0.965\,\hbar c$. With the mass set to zero in the same potential, the computed slope was $1.00000000\,\hbar c$.

\section{Degenerate levels}

At a crossing the gradient may not exist, but slopes along a line do. Let $P$ project on the level $E$ at $\mathbf k$, and move to $\mathbf k+t\mathbf n$. By \eqref{difference} the Hamiltonian becomes $H_k+t\hbar cN$. Insert $u=\varphi+t\chi+\dots$ and the energy $E+tE'+\dots$. The terms linear in $t$ are
\begin{equation}
(H_k-E)\chi+(\hbar cN-E')\varphi=0 .
\end{equation}
Projection with $P$ removes the first term, because $P(H_k-E)=0$. Since $P\varphi=\varphi$,
\begin{equation}
\hbar c\,PNP\,\varphi=E'\varphi .
\label{degenerate}
\end{equation}
The slopes are the eigenvalues of $\hbar cPNP$. Each is the mean of $\hbar cN$ in its own $\varphi$, so the bound and its strictness carry over.

If $V$ is even, inversion combined with time reversal gives an antiunitary operator $\Theta$ that commutes with $H_k$, because each factor reverses $\mathbf k$. Its square is $-1$. Antiunitarity means $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. With $a=u$ and $b=\Theta u$ this reads $-\langle\Theta u|u\rangle=\langle\Theta u|u\rangle$, so $\Theta u$ is orthogonal to $u$ and has the same energy. Levels are then at least doubly degenerate at every $\mathbf k$. In an isolated doublet both slopes are equal, $PNP$ is a multiple of $P$, and \eqref{main} holds for any state of the doublet.

Without inversion the slopes can differ. The case tested was
\begin{equation}
V=0.6\,mc^2\left[\cos(gx+0.4)+\cos(gz+0.9)+\cos(gx+gz-0.5)\right],
\quad g=\frac{mc}{\hbar}.
\end{equation}
Shifting the origin removes the first two phases and turns the third into $-1.8$. This is not a multiple of $\pi$, so no inversion centre exists. Time reversal still pairs the states at $\mathbf k=0$, and it makes the energies at $\mathbf k$ and $-\mathbf k$ equal, so the two slopes of a pair are opposite. For six doublets in a basis of 49 plane waves, the slopes along $x$ from energy differences agreed with \eqref{degenerate} within $3.0\times10^{-10}\,\hbar c$. The largest pair was $\pm0.236\,\hbar c$ in this basis. With 121 or more plane waves it becomes $\pm0.248\,\hbar c$, so the small basis tests the rule, which holds in any fixed basis, but gives this slope only to about 5\%. A single state picked arbitrarily from such a doublet would not give a band slope; the eigenvectors of $PNP$ do.

Integrating the slope along a straight line gives the finite form
\begin{equation}
|E(\mathbf k+\mathbf q)-E(\mathbf k)|\le\hbar c|\mathbf q|
\end{equation}
for every followed level. In the same finite basis it also holds for levels numbered by energy, since these are continuous and made of pieces of followed levels. For one step $\mathbf q=(0.30,0,0.22)\,g$ the largest ratio of the left side to the right, over all levels of the 49-wave basis, was 0.958. This maximum depends on the basis: with 289 plane waves it is 0.985, still below 1.

\section{A fast electron in a crystal}

In a transmission electron microscope the beam is relativistic and the crystal potential is weak, so the bound separates the Dirac and Schr\"odinger descriptions plainly. Take a kinetic energy $T=300000$ eV and motion nearly along atomic planes 1.9 \AA\ apart. The potential is
\begin{equation}
V(x)=V_0+2V_1\cos Gx+2V_2\cos2Gx,
\end{equation}
with $V_0,V_1,V_2=-12,-5,-2$ eV and $G=2\pi/(1.9\,\text{\AA})=3.307$ \AA$^{-1}$. These are rough values of the size met in silicon. The wave number along the planes is held at its vacuum value,
\begin{equation}
k_z=\frac{\sqrt{T(T+2mc^2)}}{\hbar c}
=\frac{\sqrt{300000\times1321998}\ \text{eV}}{1973.27\ \text{eV\,\AA}}
=319.15\ \text{\AA}^{-1},
\end{equation}
and $k_x=G/4=0.827$ \AA$^{-1}$.

In the lowest transverse band the computed slopes are 2.474 eV\,\AA\ along $x$ and 1532.29 eV\,\AA\ along $z$. Division by $\hbar c$ gives
\begin{equation}
\frac{2.474}{1973.27}=0.001254,\qquad
\frac{1532.29}{1973.27}=0.77652,
\end{equation}
the separately computed means of $\alpha_x$ and $\alpha_z$. In atomic units the $z$ slope is 106.41 hartree bohr, against the limit 137.04. In the second band the means are $-0.005169$ and $0.77651$. The test required every slope component in both bands to match $\hbar c\langle\boldsymbol\alpha\rangle$ within $10^{-4}$ eV\,\AA, and it held.

The Schr\"odinger speed at the same kinetic energy is
\begin{equation}
\sqrt{2T/m}=c\sqrt{600000/510999}=1.084\,c ,
\end{equation}
above the limit. The mean of $p_z/m$ in the Dirac state is also above it: $V$ does not depend on $z$, so $\langle p_z\rangle=\hbar k_z$, and $\hbar k_z/(mc)=1.232$. Momentum divided by rest mass is not the velocity here.

The second band has speed $0.776530\,c$, slightly more than the free value $0.776525\,c$ at the beam energy. Nothing forbids this, since the limit is $c$. Its $z$ component is lower than the free value by $1.3\times10^{-5}c$, while the transverse motion adds about $(0.005169)^2c/(2\times0.7765)=1.7\times10^{-5}c$. The reduction along $z$ can be traced by repeating \eqref{freeanti} with $H_k-V$ in place of $H_0$:
\begin{equation}
\langle(E-V)\alpha_z\rangle=\hbar ck_z .
\end{equation}
If the ratio of $u^\dagger\alpha_zu$ to $u^\dagger u$ is nearly uniform across the cell, then $\langle\alpha_z\rangle\approx\hbar ck_z/\langle E-V\rangle$. At fixed $k_z$, transverse kinetic energy raises the denominator and lowers the speed along the planes.

At $k_x=G/2$ the gap between the two bands is 10.7 eV, close to the two-wave estimate $2|V_1|=10$ eV. The points $\pm G/2$ differ by a reciprocal period, and the bands are even in $k_x$ because $V$ is even. With the gap open, the band is smooth and its transverse slope must vanish there. The computed $|v_x|/c$ is $5.7\times10^{-14}$, zero to rounding.

\subsection*{How far the real case departs from the model}

A real beam loses energy in the crystal. For a rough inelastic mean free path of 1500 \AA, counting every such event as loss of the state, the level width is
\begin{equation}
\frac{\hbar v}{\lambda}=\frac{1973.27\times0.7765}{1500}\ \text{eV}=1.02\ \text{eV},
\end{equation}
about a tenth of the gap, but more than a third of the lowest band's own width of 2.7 eV. Of the effects sized here this matters most for the sharpness of the bands. Thermal vibration with a rough rms displacement of 0.08 \AA\ multiplies the $n$th harmonic by $e^{-(nGu_{\rm rms})^2/2}$. At fixed $\mathbf k$ this raises $v_x$ in the lowest band by 3.4\% and changes the speed by $2.4\times10^{-7}c$. A potential that also varies along the beam, with period 3.8 \AA\ and mixed coefficients of $-5$ eV, changes $v_x$ by $-0.0005\%$.

A microscope fixes the energy rather than $k_z$. The lowest band lies 12.9 eV below the vacuum beam energy. From $v/c=\sqrt{1-m^2c^4/W^2}$, with $W$ the free energy including rest energy, the speed changes by $(mc^2/W)^2/(\hbar ck_z)=6.3\times10^{-7}$ of $c$ per eV. Restoring the energy therefore raises the speed by about $8\times10^{-6}c$. None of these corrections approaches the distance from $0.777\,c$ to $c$.

\section{Where the argument stops}

The decisive assumption is locality. A nonlocal potential with kernel $W(\mathbf r,\mathbf r')$, such as exact exchange, becomes $e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}W(\mathbf r,\mathbf r')$ in the Bloch Hamiltonian. Its derivative adds
\begin{equation}
\Delta\mathbf v=\frac1\hbar\left\langle-i(\mathbf r-\mathbf r')\,
e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}W(\mathbf r,\mathbf r')\right\rangle
\end{equation}
to the group velocity, where the mean includes integration over both positions. The slope is then no longer the mean of $\hbar c\boldsymbol\alpha$ alone, and the proof gives no limit on the sum. The operator $c\boldsymbol\alpha$ still has eigenvalues $\pm c$ along any direction; what is lost is its identity with the band slope. The numerical output that follows covers the main cases; it does not include the values for more than 49 plane waves or the 2.7 eV width of the lowest transverse band.

\section*{Calculated quantities}
\begin{verbatim}
hbar c = 1973.270 eV angstrom
hbar c = 137.036 hartree bohr
electron rest energy = 510999.0 eV
STRONG 1D POTENTIAL, transfer matrix
period = 0.020 angstrom; cosine amplitude = 300000 eV
second-harmonic sine amplitude = 120000 eV
in-band energies tested = 25
largest |slope|/(hbar c) = 0.96519
largest slope/(hbar c) minus mean alpha = 6.3e-07
plane-wave check, 400 slices: k*period error = 1.9e-04 rad
plane-wave check, 8000 slices: k*period error = 4.7e-07 rad
massless |slope|/(hbar c) = 1.00000000
2D POTENTIAL WITHOUT INVERSION
largest split slope/(hbar c) at k=0 = +/-0.23649
largest error of degenerate rule = 3.0e-10
largest |Delta E|/(hbar c |Delta k|) = 0.95839
FAST ELECTRON ALONG PLANES (rough silicon-like inputs)
beam kinetic energy in vacuum = 300000 eV
plane spacing = 1.90 angstrom
V Fourier coefficients 0,1,2 = -12.0, -5.0, -2.0 eV
reciprocal period G = 3.3069 1/angstrom
kx = G/4 = 0.8267 1/angstrom; kz = 319.146 1/angstrom
band 1: E minus vacuum beam energy = -12.941 eV
band 1: slope x, z = 2.4741, 1532.287 eV angstrom
band 1: mean alpha x, z = 0.001254, 0.776522
band 1: speed/c = 0.776523; mean beta = 0.630083
band 1: 1 - |alpha|^2 - beta^2 = 8.08e-06
band 2: E minus vacuum beam energy = 4.164 eV
band 2: slope x, z = -10.2002, 1532.269 eV angstrom
band 2: mean alpha x, z = -0.005169, 0.776512
band 2: speed/c = 0.776530; mean beta = 0.630075
band 2: 1 - |alpha|^2 - beta^2 = 6.82e-06
band 1 slope z = 106.411 hartree bohr
gap at kx = G/2 = 10.657 eV
band 1 |vx|/c at kx = G/2 = 5.7e-14
free Dirac speed/c at the beam energy = 0.776525
Schrodinger speed/c, same kinetic energy = 1.0836
hbar kz/(m c) = 1.2324
NEGLECTED EFFECTS (rough inputs)
inelastic mean free path = 1500 angstrom
inelastic level width = 1.022 eV; width/gap = 0.096
rms thermal displacement = 0.08 angstrom
thermal change of band 1 vx = 3.39 percent
thermal change of band 1 speed/c = 2.4e-07
potential period along beam = 3.8 angstrom
added mixed-harmonic coefficient = -5.0 eV
its change of band 1 vx = -0.0005 percent
its change of band 1 speed/c = -1.1e-09
\end{verbatim}
